# Folded mode products and the two-thirds rule in simulated film growth

A film grown from a vapour roughens because atoms arrive at random. Where the surface is tilted, growth along the local normal also raises the height faster than it does on flat ground. A simulation on a grid must square the slope to describe this, and squaring creates wavelengths shorter than the grid can hold. Where do they go, and what do they do to the computed roughness?

## The naive scheme

Take a profile of height $h(x,t)$ and period $L$, uniform across a strip of width $w$. Growth at speed $v$ along the normal gives $h_t=v\sqrt{1+h_x^2}\approx v+\tfrac v2h_x^2$ for small slopes. We drop the uniform rise and add smoothing and noise:

$$h_t=\nu h_{xx}+\frac{\lambda}{2}h_x^2+\eta,\qquad \langle\eta(x,t)\eta(x',t')\rangle=2D\,\delta(x-x')\delta(t-t'),$$

with $\lambda=v$. This is the Kardar–Parisi–Zhang equation in one dimension.

The slope $s=h_x=\sum_k s_ke^{ikx}$ has wavenumbers $k=2\pi j/L$ with integer $j$. Since $s$ is real, $s_{-k}=s_k^*$, and since $h$ is periodic, $s_0=0$. Differentiating the growth equation gives

$$\dot s_k=-\nu k^2s_k+\frac{\lambda}{2}ik\sum_{p+q=k}s_ps_q+ik\eta_k .\tag{1}$$

The naive scheme evaluates the sum by transforming $s$ to $N$ grid points of spacing $dx=L/N$, squaring it there and transforming back. We take $N$ odd and keep all modes up to $M=(N-1)/2$.

## Which products fold back

At the points $x_n=n\,dx$, modes $j$ and $j+N$ have the same values, because $e^{2\pi iNn/N}=1$. A product of modes $p$ and $q$ therefore lands on $p+q$ modulo $N$.

Let the kept band be $|j|\le K<N/2$. The number of ordered pairs in the band with sum $m$ is $2K+1-|m|$ for $|m|\le2K$, and zero beyond. For $j\ge0$, a false contribution needs $m=j-N$ or $m=j+N$. The second is impossible, since $j+N>2K$. The first has $|m|=N-j$. With the mirror case $j<0$,

$$n_{\rm false}(j)=\max(0,\;2K+1-N+|j|).\tag{2}$$

This is largest at $|j|=K$, where it vanishes if $3K+1\le N$. The band is clean if and only if

$$3K<N .$$

That is the two-thirds rule: the kept band extends to at most two thirds of the highest grid mode. Products still fold, but their images land above $K$ and are discarded.

In the full band $2K+1=N$, so mode $j$ receives $|j|$ false pairs and $N-|j|$ true ones. For $N=45$, mode 22 receives 22 false pairs out of 45, and a quarter of all ordered pairs fold. With $K=14$ none reach the kept band. With $K=15$, where $3K=N$, two do: $15+15$ lands on $-15$, and its mirror image on $+15$.

The cut must be made before squaring as well as after. If the slope still contains the full band, mode $j$ already holds $|j|$ false pairs, and trimming the result cannot remove them.

The argument extends to a power $m$ of the slope. The sum of $m$ mode numbers is at most $mK$ in size, so its nearest false image has size at least $N-mK$. This exceeds $K$ if $(m+1)K<N$. A quartic slope term would thus be safe with $5K<N$.

## When the folding is harmless

Suppose the slope is smooth, with mode amplitudes $r^{|j|}$ and $0<r<1$. For this example alone we allow a mean slope, $s_0=1$. In the full band, a false pair for $j>0$ has $p+q=j-N$. Since $q\ge-M$, we have $p\le j-N+M=j-M-1<0$, and likewise $q<0$. Each pair contributes $r^{|p|+|q|}=r^{N-j}$, and there are $j$ of them, so the false part is $j\,r^{N-j}$.

For $r=0.5$ and $N=45$ its largest value is $1.6\times10^{-6}$ of the largest mode of $s^2$. On the last mode alone the error is not small: 22 false terms of size $r^{23}$ stand beside 23 true ones of size $r^{22}$. But both are tiny. Dealiasing is therefore not a universal necessity. It matters when the spectrum is still large at the cutoff, and white noise makes it so.

## What the correct spectrum is

Without the nonlinearity, the noise feeds $\langle|s_k|^2\rangle$ at the rate $2Dk^2/L$ and smoothing removes $2\nu k^2\langle|s_k|^2\rangle$. The balance is

$$\langle|s_k|^2\rangle=\sigma^2=\frac{D}{L\nu}.$$

To see what the nonlinearity does, follow $E=\tfrac12\sum_k|s_k|^2$. Its nonlinear rate is $\sum_ks_{-k}\dot s_k$. Writing $a=p$, $b=q$, $c=-k$,

$$\dot E=-\frac{i\lambda}{2}\sum c\,s_as_bs_c=-\frac{i\lambda}{6}\sum(a+b+c)\,s_as_bs_c .\tag{3}$$

The second form averages over the three equivalent roles of $a,b,c$. For true triads $a+b+c=0$, and they cannot change $E$. For false ones $a+b+c=\pm G$, with $G=2\pi/dx$. The two signs give complex-conjugate sums, so

$$\dot E=\frac{\lambda G}{3}\,{\rm Im}\sum_{a+b+c=G}s_as_bs_c .$$

Folding thus creates or destroys slope energy that the growth equation conserves in its nonlinear part.

In the clean scheme $\dot E=0$. The nonlinear flow also preserves volume in the space of modes: $\partial\dot s_k/\partial s_k$ contains only terms where one factor is $s_k$ and the other is $s_0=0$. The density $P\propto e^{-E/\sigma^2}$ is stationary under smoothing and noise. Under the nonlinear flow $V$,

$$\partial_tP=-P\,\nabla\!\cdot V-V\!\cdot\nabla P=0+\frac{P}{\sigma^2}\dot E=0 .$$

The Gaussian density therefore survives for any $\lambda$. As $|h_k|^2=|s_k|^2/k^2$, the clean scheme has the stationary height spectrum

$$L\langle|h_k|^2\rangle=\frac{D}{\nu k^2}\tag{4}$$

at every kept $k\ne0$, apart from time-step error. The cutoff does not enter. This proof belongs to the one-dimensional equation.

## What the naive scheme gives instead

For weak coupling the error follows from the third moment $T=\langle s_as_bs_c\rangle$. Smoothing damps it at the rate $\nu(a^2+b^2+c^2)$. Its source is $\dot s_a$ multiplied by $s_bs_c$, plus the two similar terms. To first order in $\lambda$ we average the four slopes with the Gaussian density. In the source from $\dot s_a$, the pairings $p=-b,\,q=-c$ and the reverse give $2\sigma^4$. The pairing $p=-q$ would need $a=0$. Adding the three sources and setting $\dot T=0$,

$$T=\frac{i\lambda\sigma^4(a+b+c)}{\nu(a^2+b^2+c^2)} .$$

True triads give zero, as they must. Now take $k>0$ and let $C_k=\langle|s_k|^2\rangle$. From (1), the stationary balance is

$$0=-2\nu k^2(C_k-\sigma^2)+\lambda k\,{\rm Re}\Big[i\sum\langle s_ps_qs_{-k}\rangle\Big].\tag{5}$$

A false pair has $p+q=k-G$, so the three wavenumbers add to $-G$. Then $iT=\lambda\sigma^4G/[\nu(p^2+q^2+k^2)]$, which is positive. The relative excess is

$$\delta_k=\frac{C_k}{\sigma^2}-1=\frac{\lambda^2\sigma^2G}{2\nu^2k}\sum_{p+q=k-G}\frac{1}{p^2+q^2+k^2}.\tag{6}$$

For large $N$ the sum becomes an integral. Put $k=yG$ with $0<y\le\tfrac12$, and write

$$p=-G\left(\tfrac{1-y}{2}+u\right),\qquad q=-G\left(\tfrac{1-y}{2}-u\right).$$

The band limits $|p|,|q|\le G/2$ give $|u|\le y/2$. The mode spacing $G/N$ turns the sum into $N\int du$. The denominator is $G^2(2u^2+R^2/2)$ with

$$R^2=(1-y)^2+2y^2=1-2y+3y^2,$$

and

$$\int_{-y/2}^{y/2}\frac{du}{2u^2+R^2/2}=\frac2R\arctan\frac yR .$$

Inserting $\sigma^2=D/(L\nu)$, $N/L=1/dx$ and $G=2\pi/dx$ gives

$$\delta(y)=\frac{g}{4\pi^2}\,\frac{\arctan(y/R)}{yR},\qquad g=\frac{\lambda^2D\,dx}{\nu^3}.\tag{7}$$

At the cutoff, $y=\tfrac12$, the factor after $g/(4\pi^2)$ is $2\pi/(3\sqrt3)\approx1.21$. At long waves, $y\to0$, it tends to 1. In between it peaks at about 1.43 near $y=0.30$. The error therefore does not stay near the cutoff. Long waves receive few false pairs, in proportion to $k$, and the nonlinear term carries another factor $k$. But smoothing also weakens as $k^2$, so the ratio stays finite. To this order, folding acts on long waves like weaker smoothing. Of the sum $a+b+c=-G$ in $T$, the part $p+q=k-G$ comes from the response of the short waves to $s_k$ itself, and it feeds back on $s_k$ in proportion to $s_k$. The remaining part, $-k$, is the noise made by the false pairs, and it is negligible at long waves.

Since $g\propto dx$, refining the grid at fixed $\lambda,D,\nu$ reduces the first-order error only linearly. The clean cut removes the false triads at once.

## A second failure: runaway slopes

The naive scheme can also diverge. Let $N$ be a multiple of 3 and excite only $k=G/3$ and its mirror. The pair $p=q=-k$ has sum $-2k=k-G$ and folds onto $k$:

$$\dot s_k=-\nu k^2s_k+\frac{\lambda}{2}ik(s_k^*)^2 .$$

With $s_k=re^{i\pi/6}$, the factor $i\,e^{-i\pi/3}$ equals $e^{i\pi/6}$, so the phase persists and

$$\dot r=-\nu k^2r+\frac{\lambda k}{2}r^2 .$$

Below $r_c=2\nu k/\lambda$ the mode decays. Above it, growth is faster than exponential. Setting $1/r=z$ gives the linear equation $\dot z=\nu k^2z-\lambda k/2$, whose solution is

$$r(t)=\frac{r_c}{1+(r_c/r_0-1)e^{\nu k^2t}} .$$

For $r_0>r_c$ the denominator reaches zero at a finite time. In the resolved equation this cannot happen: true triads conserve $E$ and smoothing lowers it. The clean band excludes the mode $N/3$ altogether.

The noisy naive scheme should accordingly be regarded as having a long-lived state, not a strictly stationary one. Equation (7) describes that state to first order in $g$; in the runs below, the higher-order part is largest at long waves.

## A strip of amorphous silicon

Take rough values for plasma deposition of amorphous silicon: $v=\lambda=0.6$ nm/s and atomic volume $\Omega=0.02$ nm³. The strip width and grid step are both 4 nm, and 45 points give $L=180$ nm. The smoothing $\nu=0.1$ nm²/s is a chosen model parameter.

The noise comes from counting atoms. On an area $w\,dx$ the mean number arriving in time $t$ is $vw\,dx\,t/\Omega$, and for independent arrivals this is also the variance. Each atom raises the cell by $\Omega/(w\,dx)$, so the height variance is $\Omega vt/(w\,dx)$. The model gives $2Dt/dx$. Hence

$$D=\frac{\Omega v}{2w}=\frac{0.02\times0.6}{2\times4}=0.0015\ {\rm nm^3/s},$$

$$g=\frac{0.6^2\times0.0015\times4}{0.1^3}=2.16 .$$

The rms slope of the full band is about $\sqrt{D/(\nu\,dx)}=0.061$.

Both schemes were run with 256 independent surfaces, starting from the spectrum (4). Smoothing and noise were advanced by their exact solution, and the nonlinear term by a midpoint step. The time step was $0.025\,dx^2/\nu=4$ s. Of 2000 steps the first 300 were discarded. The slope spectra, divided by the exact value $\sigma^2$, are as follows, with standard errors.

| Modes | Clean, $K=14$ | Naive, $K=22$ | First order (6) |
|---|---|---|---|
| 3–7 | 1.004 ± 0.007 | 1.132 ± 0.008 | 1.067 |
| 8–14 | 0.997 ± 0.002 | 1.099 ± 0.003 | 1.076 |
| 15–22 | removed | 1.077 ± 0.002 | 1.074 |

The clean scheme agrees with (4) within its statistical error. The naive scheme is too rough in all three bands, and most so at the longest waves measured. There the excess is about twice the first-order value, so $g=2.16$ is too strong for (6) to be quantitative. A possible reason is that true triads, which can move slope energy between modes without creating it, carry some of the false energy to long waves. This is a conjecture.

A run at $g/4$ isolates the false triads. Their correlation with $s_k$, inserted in (5), gives a mean excess of $0.0156\pm0.0005$ for modes 1–5, and (6) gives 0.0155. This confirms the direct contribution of the false triads at weak coupling, including at long waves. It is not the whole excess: even at $g/4$ the excess of the spectrum itself is about a quarter larger than (6) for modes 3–7, while it matches (6) for modes 15–22.

For mode 10, $k=0.349$ nm⁻¹ and the correct height spectrum is $0.0015/(0.1\times0.349^2)=0.123$ nm³. First order puts the naive value at 0.132 nm³. Summed over modes 1–14, the rms height is 0.464 nm in the clean scheme and 0.478 nm in the first-order estimate for the naive one. The measured bands suggest that the latter is too low.

To bring the long-wave error down to 1% by refinement alone, first order asks for $dx=0.01\times4\pi^2\times4/2.16=0.73$ nm. Since the true long-wave excess lies above first order, this step is an optimistic estimate. It is already finer than the strip width, where the assumption of uniform height across the strip is no longer justified.

At the runaway threshold the slope is $2r_c\cos(2\pi n/3+\pi/6)$ at grid point $n$. Its largest value on the grid is $\sqrt3\,r_c=0.30$, about five times the rms slope. Starting at $0.8\,r_c$, the mode shrinks to 0.58 of its initial size in 56 s. Starting at $1.2\,r_c$, it grows by a factor 3.7. The second profile, integrated with a clean band on a grid eight times finer, falls to 0.14 of its initial rms slope. The noisy runs did not diverge during their 8000 s.

## How far the model is from a real film

The model describes a strip only 4 nm wide, whose width is held fixed as it thickens. In a blanket film the height also varies across the strip direction. In the linear theory, each wavevector $(k_x,k_y)$ then contributes a fraction $k_x^2/(k_x^2+k_y^2)$ to the slope along $x$. Averaging over $|k_y|<\pi/w$ gives 0.07 of the strip's slope spectrum at mode 1 and 0.78 at mode 22. This is a large departure, so the roughness above is not a prediction for a blanket film. Shadowing is also appreciable. If neighbouring slopes block the sky up to an angle $\theta$ on both sides, a flux with cosine weight in the plane loses a fraction $1-\cos\theta$. We set $\theta$ by the rms slope and multiply the loss by a rough sticking probability of 0.3, assuming that particles which do not stick at first impact are spread evenly by re-emission. The loss is then 0.30 of the quadratic growth gain. Treated as a local reduction of $\lambda$, it would roughly halve $g$. For Gaussian slopes the next slope term, $-vs^4/8$, has a mean only 0.3% as large as that of the quadratic one, and its fluctuations are also below 1% of the quadratic term's. Finally, the linear relaxation time $1/(2\nu k^2)$ corresponds to 25 nm of growth for mode 10 but 2.5 µm for mode 1, so a thin film would not reach the stationary spectrum at its longest waves.

## The scheme that follows

Choose $K$ with $3K<N$, and keep slope and noise modes only for $|j|\le K$. At each evaluation of the nonlinear term, transform this band to the grid, square it, transform back and discard everything above $K$. To retain all 22 modes of the example, the product needs at least 67 points instead of 45, about one and a half times as many. For noisy one-dimensional growth this restores a known spectrum and removes the false source of energy. For a smooth profile the smaller grid is adequate as long as the modes die out well before the cutoff. The nonlinear term steepens slopes, so this must hold throughout the run and not only at its start.
